# Weak metal–metal coupling in two- and four-electron three-orbital bridges

## What symmetry fixes beforehand

Two metal atoms share a bridging group. Each metal offers one hybrid orbital, \(a\) or \(b\), pointing at the bridge, and the bridge offers one orbital \(x\). A reflection exchanges \(a\) and \(b\) and leaves \(x\) unchanged. How does the electronic energy respond when a weak direct coupling \(t\) between \(a\) and \(b\) is added?

To first order the answer must be \(t\) times a pure number, and that number can depend only on ratios of the other energies. Symmetry says more. Every orbital of the bridge is even or odd under the reflection, so its coefficients obey \(c_a=c_b\) or \(c_a=-c_b\). The first-order shift of an orbital is \(2t\,c_ac_b\): it has the sign of \(t\) for an even orbital and the opposite sign for an odd one. With two electrons per occupied orbital,

\[
\delta E = 2t\,P_{ab},\qquad P_{ab}=2\sum_{\rm occ}c_ac_b ,
\]

where \(P_{ab}\) is the metal–metal bond order before \(t\) is switched on. The question is therefore which orbitals are filled, and how much metal character they carry.

**Conventions.** The orbitals are real and orthonormal. The metal level is the zero of energy and the bridge level is \(-D\). The coupling of \(x\) to each metal is \(\beta<0\), and the metals are coupled by \(t<0\). The sign of \(t\) has a meaning because the two bridge couplings have been given equal signs: changing the phase of \(x\) reverses both of them and leaves \(t\) alone. The energy is the sum of occupied orbital energies at fixed geometry, with \(D\) and \(\beta\) held fixed while \(t\) changes.

## First case: equal levels

Introduce the combinations

\[
s=\frac{a+b}{\sqrt2},\qquad u=\frac{a-b}{\sqrt2}.
\]

The coupling of \(s\) to \(x\) is \((\beta+\beta)/\sqrt2=\sqrt2\,\beta\), and that of \(u\) is \((\beta-\beta)/\sqrt2=0\). The direct coupling is diagonal in these combinations, since the squares cancel in

\[
|s\rangle\langle s|-|u\rangle\langle u|=|a\rangle\langle b|+|b\rangle\langle a| .
\]

Thus \(t\) gives \(s\) the energy \(t\) and \(u\) the energy \(-t\).

Take \(D=0\) and \(t=0\). Then \(s\) and \(x\) are degenerate and mix equally, giving levels \(\pm\sqrt2|\beta|\), with \(u\) at zero between them. The lowest orbital is half \(s\), so \(t\) shifts it by \(t/2\). The orbital \(u\) shifts by \(-t\). Hence

\[
\delta E_2=2\cdot\tfrac t2=t<0,\qquad
\delta E_4=2\left(\tfrac t2-t\right)=-t>0 .
\]

The two signs already appear. The second pair sits in an orbital that is antibonding between the metals, and it loses more than the first pair gains.

## General bridge level

For \(D\neq0\) the even block, in the order \(s,x\), is

\[
\begin{pmatrix}0&\sqrt2\,\beta\\ \sqrt2\,\beta&-D\end{pmatrix},
\qquad E(E+D)=2\beta^2 .
\]

Its roots are

\[
E_\mp=\frac{-D\mp G}{2},\qquad G=\sqrt{D^2+8\beta^2}.
\]

Since \(G>|D|\), we have \(E_-<0<E_+\), and \(u\) at zero lies strictly between them. No levels are degenerate, so ordinary first-order perturbation theory applies.

For the weights, the first row of the eigenvalue equation gives \(\sqrt2\,\beta c_x=Ec_s\). Normalization then yields

\[
c_s^2=\frac{1}{1+E^2/(2\beta^2)}=\frac{2\beta^2}{2\beta^2+E^2}
=\frac{E(E+D)}{E(2E+D)}=\frac{E+D}{2E+D},
\]

where \(2\beta^2=E(E+D)\) was used. For the lowest level, \(2E_-+D=-G\) and \(E_-+D=(D-G)/2\). Its metal and bridge weights are therefore

\[
w_s=\frac12\left(1-\frac DG\right),\qquad w_x=1-w_s=\frac12\left(1+\frac DG\right).
\]

The upper even orbital is orthogonal to the lower one and has metal weight \(w_x\). The first-order shifts of the three levels are

\[
\delta E_-=t\,w_s,\qquad \delta E_u=-t,\qquad \delta E_+=t\,w_x .
\]

They add to zero, as they must, because the perturbation has no diagonal elements in the basis \(a,x,b\). Filling one or two orbitals gives

\[
\boxed{\;\delta E_2=2t\,w_s<0,\qquad \delta E_4=2t(w_s-1)=-2t\,w_x>0\;}
\]

The corresponding bond orders are \(P_{ab}=w_s\) and \(P_{ab}=-w_x\). The four-electron result is also minus twice the shift of the empty orbital: that orbital is bonding between the metals, and leaving it empty forgoes the gain.

**Limits.** If the bridge level lies far above the metals, \(D\to-\infty\), then \(w_s\to1\). Two electrons gain \(2|t|\), an ordinary metal–metal bond. Four electrons fill both \(s\) and \(u\), and the shifts cancel. If the bridge level is very deep, \(D\gg|\beta|\), then \(G\simeq D+4\beta^2/D\) and \(w_s\simeq2\beta^2/D^2\). The two-electron gain fades, while the four-electron cost tends to \(2|t|\). This second limit is delicate, because the upper orbital approaches \(u\) as \(E_+\simeq2\beta^2/D\).

**Role of the bridge symmetry.** If \(x\) were odd under the reflection, its couplings would be \(\beta\) and \(-\beta\). Redefining \(b\to-b\) makes them equal again but changes \(t\) to \(-t\), so both first-order signs reverse. The result belongs to an even bridge orbital, and this matters for chloride below.

## How weak is weak?

In the even block the perturbation acts on \(s\) alone. Its matrix element between the lower and upper orbitals has square \(t^2w_sw_x\), and the energy denominator is \(-G\). Two electrons in the lower orbital contribute

\[
\delta^{(2)}E=-\frac{2t^2w_sw_x}{G}.
\]

The level of \(u\) is linear in \(t\), so this term is the same for both electron counts.

The four-electron sign can be followed to finite \(t\). The derivative of the lower level is its metal weight at that coupling, \(dE_-/dt=w_s(t)\), which lies strictly between 0 and 1 because \(\beta\ne0\). Integrating from zero to \(-|t|\),

\[
\Delta E_4=2|t|-2\int_0^{|t|}w_s(-\tau)\,d\tau>0 .
\]

This holds as long as \(u\) stays occupied. The level of \(u\) rises to \(|t|\). It meets the upper even level when \(E=|t|\) solves \((E+|t|)(E+D)=2\beta^2\), that is, when

\[
|t|\,(|t|+D)=\beta^2 .
\]

Beyond this point the second pair changes orbital and the result no longer applies. For a deep bridge level the limit is \(|t|\simeq\beta^2/D\), which gives the delicate limit above its condition.

## Numbers for two bridges

The parameters are round values in eV: \(D=4\), \(\beta=-3\) with two electrons for a methyl-type bridge, and \(D=6\), \(\beta=-2.5\) with four electrons for a chloride-type bridge. Both have \(t=-0.4\).

For methyl, \(G=\sqrt{16+72}=9.381\) and \(w_s=\tfrac12(1-4/9.381)=0.287\), so

\[
\delta E_2=2(-0.4)(0.287)=-0.23\ \text{eV}\quad(-22\ \text{kJ/mol}).
\]

For chloride, \(G=\sqrt{36+50}=9.274\) and \(w_x=\tfrac12(1+6/9.274)=0.824\), so

\[
\delta E_4=-2(-0.4)(0.824)=+0.66\ \text{eV}\quad(+64\ \text{kJ/mol}).
\]

The second-order terms are only \(-0.007\) and \(-0.005\) eV. Full diagonalization gives \(-0.237\) and \(+0.654\) eV, so first order is good to about 3% and 1% of these changes. The chloride levels would cross at \(|t|=0.91\) eV, more than twice the value used.

## Adding electron repulsion

Orbital filling treats electrons as independent. Now add a repulsion \(U_i n_{i\uparrow}n_{i\downarrow}\) on each orbital. The magnitudes change, but the first-order signs do not, for the following reason.

With one electron of each spin, use the basis \(|i{\uparrow}\,j{\downarrow}\rangle\) with amplitudes \(C_{ij}\). Repulsion is diagonal in this basis. At \(t=0\) the off-diagonal elements are \(\beta<0\) or zero, and they connect all the states. Replacing every amplitude by its absolute value cannot raise the energy, and the connectedness excludes zeros, so the ground state has all \(C_{ij}>0\). Both spins contribute equally, and

\[
\delta E_2=4t\sum_j C_{aj}C_{bj}<0 .
\]

Without repulsion \(C_{ij}=c_ic_j\), and this returns \(4t\,c_ac_b=2t\,w_s\).

With four electrons there is one hole of each spin. For \(i\neq j\), reordering the operators gives \(c_i^\dagger c_j=-c_jc_i^\dagger\), so holes hop with the opposite sign: \(-\beta>0\). Reversing the phase of \(x\) for the holes makes this hopping negative again and leaves \(a\) and \(b\) untouched. The hole amplitudes can then all be taken positive, and the hole bond order between the metals is positive. The electron bond order is its negative, so \(P_{ab}<0\) and \(\delta E_4=2tP_{ab}>0\).

To size the effect, take 6 eV on each metal orbital and 10 eV on the bridge. The given levels are regarded as already containing the mean repulsion, so the added term is \(U_i(n_{i\uparrow}-\nu_i)(n_{i\downarrow}-\nu_i)\), with \(\nu_i\) the occupation per spin at \(t=0\) without repulsion. Exact diagonalization in the many-electron basis then gives \(-0.26\) eV for methyl and \(+0.32\) eV for chloride. With this subtraction the methyl value moves little, while the chloride value is halved. The sizes depend on the subtraction: with \(\nu_i=0\) they are \(-0.39\) and \(+0.43\) eV. The magnitudes from orbital filling are thus not reliable at this strength of repulsion. Repulsion also shortens the range of the four-electron result: with the subtraction, a triplet lies only 0.12 eV above the ground state at \(t=-0.4\) eV and falls below it near \(|t|=0.6\) eV, well before the orbital crossing at 0.91 eV.

## Adding metal–metal overlap

Orbitals close enough to couple also overlap. Let \(\langle a|b\rangle=S>0\), keep the other overlaps zero, and let \(t\) be the matrix element with the metal level at zero energy. To first order in \(t\) and \(S\), projecting \((H-E\,\mathbf S)c=0\), where \(\mathbf S\) is the overlap matrix, onto the unperturbed orbital gives the shift \(2c_ac_b(t-ES)\). For the lowest orbital this is \(w_s(t-E_-S)\). For \(u\), with \(E=0\), it remains \(-t\). Therefore

\[
\delta E_2=2w_s(t-E_-S),\qquad
\delta E_4=-2t\,w_x-2w_sE_-S .
\]

Because \(E_-<0\), overlap raises both energies. It leaves the chloride sign alone but opposes the methyl stabilization, which vanishes to first order at \(S=|t|/|E_-|=0.4/6.69=0.060\). At \(S=0.03\) the methyl change is already halved:

\[
\delta E_2=2(0.287)(-0.4+6.69\times0.03)=-0.11\ \text{eV}.
\]

For chloride the first-order value rises to \(+0.74\) eV.

The origin of this cost becomes clear on orthogonalizing the metals. To first order \(a'=a-Sb/2\) and \(b'=b-Sa/2\). Their mutual coupling is still \(t\), but their coupling to \(x\) is \(\beta(1-S/2)\). Since \(\partial E_-/\partial\beta=-4\beta/G\), the weaker bridge bond raises the lowest level by

\[
\left(-\frac{4\beta}{G}\right)\left(-\frac{\beta S}{2}\right)=\frac{2\beta^2S}{G}.
\]

This equals \(-w_sE_-S\), because \((G-D)(G+D)=8\beta^2\). The boxed result thus describes a change of \(t\) between orthogonalized orbitals at fixed \(\beta\). If bringing the metals together also weakens \(\beta\), that cost has to be counted separately.

## A chloride has more than one orbital

The four-electron model places its second pair entirely on the metals. For the chloride parameters the metal hybrids then hold \(2+2w_s=2.35\) electrons, which is implausible beside an electronegative atom. A real bridging chloride has two \(p\) orbitals in the plane of the bridge. One points across the metal–metal line and is even, like \(x\). The other points along that line, is odd, and couples to \(u\).

Let both lie at \(-D\) with \(D>0\), let \(\theta\) be the metal–chlorine–metal angle, and let \(\kappa\) be the coupling of a metal hybrid to a \(p\) orbital directed at it. Projecting the \(p\) orbitals on the bond directions gives couplings \(\kappa\cos(\theta/2)\) to the even orbital and \(\mp\kappa\sin(\theta/2)\) to the odd one. In the combinations \(s\) and \(u\) their magnitudes are

\[
V_s=\sqrt2\,|\kappa|\cos\frac\theta2,\qquad V_u=\sqrt2\,|\kappa|\sin\frac\theta2 .
\]

Each parity now has a two-level block like the one solved above, with \(\sqrt2|\beta|\) replaced by \(V\). The metal weight of its lower orbital is

\[
w(V)=\frac12\left(1-\frac{D}{\sqrt{D^2+4V^2}}\right).
\]

Four electrons fill both lower orbitals. The even one shifts by \(t\,w(V_s)\) and the odd one by \(-t\,w(V_u)\), so

\[
\delta E=2t\,[\,w(V_s)-w(V_u)\,].
\]

The three-orbital result corresponds to setting \(w(V_u)=1\). Since \(w\) grows with \(V\) for \(D>0\), the sign of this first-order change is set by the angle: stabilizing below \(90^\circ\), zero at \(90^\circ\) and destabilizing above. Merely letting \(V_u\to0\) does not restore the three-orbital case, because the second pair then stays on chlorine and \(w(V_u)\to0\). The three-orbital case returns if the odd \(p\) orbital is removed or its level is raised far above the metals. It also returns at \(V_u=0\) if two more electrons are added, so that chlorine keeps a lone pair and \(u\) is filled as well.

Choose \(\kappa=\sqrt2\,\beta=-3.54\) eV, so that the even coupling at \(90^\circ\) equals that of the three-orbital example, and hold \(\kappa\) and \(t\) fixed as the angle varies. The first-order changes are \(-0.026\), \(0\) and \(+0.026\) eV at \(80^\circ\), \(90^\circ\) and \(100^\circ\). At \(90^\circ\) diagonalization leaves \(-0.010\) eV, which is the second-order term \(-0.005\) eV counted once for each pair. The metal hybrids now hold 0.71 electrons.

The chlorine \(3s\) orbital is even as well. Placed at \(-16\) eV, with a coupling of \(-2.5\) eV to each metal and its own pair of electrons, it changes the first-order value at \(90^\circ\) to \(-0.005\) eV and moves the change of sign to about \(92^\circ\).

## Beside real precursors

Trimethylaluminium, a vapour precursor for aluminium-containing films, forms methyl-bridged dimers, and aluminium chlorides form chloride-bridged ones. The parameters above are illustrative and were not computed for either molecule. The least certain is \(t\), which was kept small so that first order applies. In aluminium dimers, hybrids pointing at a common bridge can couple by a few eV and overlap by about 0.5, roughly ten times or more the values assumed here. The first-order formulas may then fail, and so may the orbital filling assumed for the three-orbital chloride. The numbers therefore illustrate weak coupling and are not estimates for these molecules. The methyl bridge fits the two-electron model in its electron count and, if the orbitals of its C–H bonds are left aside, in having one even bridge orbital. The chloride bridge breaks the assumption of a single bridge orbital, and this moves the number most: from \(+0.66\) eV to a few hundredths of an eV, of either sign, for angles within ten degrees of \(90^\circ\). The angle in the aluminium chloride dimer is roughly \(90^\circ\), so the first-order term gives no firm sign there. The second-order term is stabilizing and grows as \(t^2\), so it takes over at stronger coupling. At \(t=-0.4\) eV the changes listed for the two \(p\) orbitals are at most about equal in size to the thermal energy at 400 K, 0.034 eV.

The contrast between the bridges therefore survives in a weaker form. Within this model, for weak direct coupling and with overlap small enough that \(|t|/S>|E_-|\), that coupling helps a two-electron methyl bridge. It clearly harms a four-electron bridge if the second pair is confined to the metals, whereas a chloride that takes up this pair is left nearly indifferent close to \(90^\circ\), as long as repulsion and metal–metal overlap are left aside. None of these values is a dimerization energy: the second bridge of the dimer, relaxation of the geometry, repulsion between the cores, metal–bridge overlap and repulsion between electrons on different sites are left out. The numerical output lists the values at higher resolution.

## Computed results

```
metal-metal coupling t = -0.40 eV
repulsion: metal 6.0, bridge 10.0 eV
metal-metal overlap used for sizing = 0.030
methyl: D = 4.0 eV, beta = -3.0 eV, 2 electrons
  G = 9.3808 eV
  levels at t=0: -6.6904, 0.0000, 2.6904 eV
  weights w_s = 0.2868, w_x = 0.7132
  metal-metal bond order = 0.2868
  electrons in metal hybrids = 0.5736
  first-order change = -0.2294 eV
  first-order change = -22.1 kJ/mol
  second-order term = -0.0070 eV
  change by diagonalization = -0.2365 eV
  change with on-site repulsion = -0.2568 eV
  first order with overlap = -0.1143 eV
  diagonalized with overlap = -0.1150 eV
  overlap that cancels stabilisation = 0.0598
chloride: D = 6.0 eV, beta = -2.5 eV, 4 electrons
  G = 9.2736 eV
  levels at t=0: -7.6368, 0.0000, 1.6368 eV
  weights w_s = 0.1765, w_x = 0.8235
  metal-metal bond order = -0.8235
  electrons in metal hybrids = 2.3530
  first-order change = 0.6588 eV
  first-order change = 63.6 kJ/mol
  second-order term = -0.0050 eV
  change by diagonalization = 0.6536 eV
  change with on-site repulsion = 0.3167 eV
  first order with overlap = 0.7397 eV
  diagonalized with overlap = 0.7638 eV
  level crossing at |t| = 0.9051 eV
chloride with two p orbitals: bond coupling -3.5355 eV
  80 deg: first order -0.0263, diagonalized -0.0362 eV
  90 deg: first order 0.0000, diagonalized -0.0100 eV
  100 deg: first order 0.0263, diagonalized 0.0163 eV
  electrons in metal hybrids, 90 deg = 0.7060
  3s level -16.0 eV, 3s coupling -2.5 eV
  first order with 3s, 90 deg = -0.0048 eV
  sign changes with 3s at 91.93 deg
thermal energy at 400 K = 0.0345 eV
```
